# Height-difference variance of a self-affine line edge: a numerical check

```python
"""
Result under test: a stationary edge h(x) whose power spectral density has the
tail A*k^-(1+2H), 0 < H < 1, has the height-difference variance
    G(r) = <[h(x+r)-h(x)]^2>  ->  A r^(2H) / (Gamma(1+2H) sin(pi H))
for separations r far below the correlation length xi.
For P(k) = P0/(1+k^2 xi^2)^(H+1/2) with standard deviation sigma this equals
    2 sigma^2 Gamma(1-H)/Gamma(1+H) (r/(2 xi))^(2H).
Convention: sigma^2 = integral of P(k) dk/(2 pi) over all k, both signs.
H: Hurst exponent; lengths in nm, G in nm^2, P in nm^3.
"""
import math
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma, kv


def edge_spectrum(sigma, xi, H):
    """Standard edge spectrum as a function of wavenumber k."""
    p0 = 2 * math.sqrt(math.pi) * sigma**2 * xi * gamma(H + 0.5) / gamma(H)
    return lambda k: p0 * (1 + (k * xi)**2)**(-(H + 0.5))


def variance_by_quadrature(spectrum, r):
    """G(r) = (2/pi) int_0^inf P(k) (1-cos kr) dk, integrated over u = kr."""
    scale = spectrum(1 / r)

    def f(u):
        return spectrum(u / r) / scale

    def head(t):
        u = math.exp(t)
        return 2 * math.sin(u / 2)**2 * f(u) * u

    def tail(t):
        u = math.exp(t)
        return f(u) * u

    opts = dict(epsabs=1e-13, epsrel=1e-11, limit=200)
    total = sum(quad(head, a, a + 15, **opts)[0] for a in range(-150, 0, 15))
    total += sum(quad(tail, a, a + 15, **opts)[0] for a in range(0, 150, 15))
    total -= quad(f, 1, np.inf, weight="cos", wvar=1.0,
                  epsabs=1e-11, limlst=300, limit=300)[0]
    return 2 * scale * total / (math.pi * r)


def full_form(r, sigma, xi, H):
    """Closed form of G(r) with the modified Bessel function K_H."""
    z = np.maximum(np.abs(r) / xi, 1e-12)
    return 2 * sigma**2 * (1 - 2**(1 - H) / gamma(H) * z**H * kv(H, z))


def power_law(r, sigma, xi, H):
    return 2 * sigma**2 * gamma(1 - H) / gamma(1 + H) * (r / (2 * xi))**(2 * H)


def local_exponent(r, xi, H):
    """d ln G / d ln r of the closed form."""
    z = r / xi
    c = 2**(1 - H) / gamma(H)
    return c * z**(H + 1) * kv(1 - H, z) / (1 - c * z**H * kv(H, z))


# --- analytic claims against direct quadrature, several Hurst exponents ---
worst_full = 0.0
for H in (0.3, 0.5, 0.6, 0.9):
    # pure power-law spectrum with A = 1 at r = 1
    pure = variance_by_quadrature(lambda k: k**(-1 - 2 * H), 1.0)
    assert abs(pure * gamma(1 + 2 * H) * math.sin(math.pi * H) - 1) < 1e-7
    P = edge_spectrum(1.0, 1.0, H)
    # normalization of the spectrum, with k = exp(t)
    norm = sum(quad(lambda t: P(math.exp(t)) * math.exp(t), a, a + 10)[0]
               for a in range(-40, 80, 10)) / math.pi
    assert abs(norm - 1) < 1e-7
    for z in (0.01, 0.3, 1.0, 3.0):
        err = abs(full_form(z, 1, 1, H) / variance_by_quadrature(P, z) - 1)
        worst_full = max(worst_full, err)
    # leading law and its first correction deep inside the scaling range
    z = 1e-3
    deficit = 1 - variance_by_quadrature(P, z) / power_law(z, 1, 1, H)
    predicted = gamma(1 + H) / gamma(2 - H) * (z / 2)**(2 - 2 * H)
    assert abs(deficit / predicted - 1) < 0.02  # next term is below 1 percent
    # local exponent at r = xi by a central difference of the quadrature
    up, down = (variance_by_quadrature(P, s) for s in (1.01, 0.99))
    slope = math.log(up / down) / math.log(1.01 / 0.99)
    assert abs(slope - local_exponent(1.0, 1.0, H)) < 1e-4
    # power law is an upper bound at every separation
    grid = np.logspace(-3, 2, 200)
    assert np.all(full_form(grid, 1, 1, H) < power_law(grid, 1, 1, H))
assert worst_full < 1e-6

# only the spectral tail matters: another low-k shape, same tail with A = 1
H_other = 0.6
other = variance_by_quadrature(
    lambda k: 1 / (k**(1 + 2 * H_other) + 1), 1e-4)
other_ratio = (other * gamma(1 + 2 * H_other) * math.sin(math.pi * H_other)
               / 1e-4**(2 * H_other))
assert abs(other_ratio - 1) < 3e-3  # correction scales as r^(2-2H)

# outside 0 < H < 1 the exponent 2H fails and saturates at 2
P_smooth = edge_spectrum(1.0, 1.0, 1.5)
smooth_exponent = math.log(variance_by_quadrature(P_smooth, 2e-3)
                           / variance_by_quadrature(P_smooth, 1e-3), 2)
assert abs(smooth_exponent - 2) < 0.01

# --- worked example: rough typical values for an EUV resist line edge ---
sigma, xi, H = 1.2, 20.0, 0.6
length, pixel, noise, blur = 2000, 1.0, 0.3, 1.0
P = edge_spectrum(sigma, xi, H)
P0 = P(0.0)
A = P0 * xi**(-1 - 2 * H)


def G(r):
    return full_form(r, sigma, xi, H)


def G_blurred(r):
    """Spectrum multiplied by the Gaussian smoothing factor exp(-k^2 b^2)."""
    return quad(lambda k: 4 / math.pi * P(k) * math.exp(-(k * blur)**2)
                * math.sin(k * r / 2)**2, 0, 10 / blur,
                points=[1 / xi, 5 / xi], limit=500, epsabs=1e-13)[0]


def gaussian_mean(shift):
    """Mean of G(shift+X), X normal with variance 2 b^2."""
    s = math.sqrt(2) * blur
    return quad(lambda x: G(shift + x) * math.exp(-x * x / (2 * s * s))
                / (s * math.sqrt(2 * math.pi)), -10 * s, 10 * s,
                points=sorted({-shift, 0.0}), limit=500)[0]


for r in (1.0, 4.0, 8.0):
    assert abs(G_blurred(r) / (gaussian_mean(r) - gaussian_mean(0.0)) - 1) < 1e-5
blur_exponent = math.log(G_blurred(0.04) / G_blurred(0.02), 2)
assert abs(blur_exponent - 2) < 2e-3

# --- simulated edges, made from the spectrum only (aliases folded in) ---
rng = np.random.default_rng(7)
n_grid, n_edges = 4096, 600
k_grid = 2 * np.pi * np.fft.rfftfreq(n_grid, pixel)
folded = sum(P(k_grid + 2 * np.pi * m / pixel) for m in range(-200, 201))
white = rng.standard_normal((n_edges, n_grid))
edges = np.fft.irfft(np.fft.rfft(white, axis=1) * np.sqrt(folded / pixel),
                     n=n_grid, axis=1)[:, :length + 1]
noisy = edges + noise * rng.standard_normal(edges.shape)


def estimates(profiles, lag):
    return np.mean((profiles[:, lag:] - profiles[:, :-lag])**2, axis=1)


separations = (1, 2, 4, 8, 20, 60)
simulated = {}
for lag in separations:
    e = estimates(edges, lag)
    se = e.std(ddof=1) / math.sqrt(n_edges)
    assert abs(e.mean() - G(lag)) < 5 * se
    simulated[lag] = (e.mean(), se)
    e = estimates(noisy, lag)
    se = e.std(ddof=1) / math.sqrt(n_edges)
    assert abs(e.mean() - G(lag) - 2 * noise**2) < 5 * se


def sampling_error(lag):
    """Relative standard error of G from one Gaussian edge."""
    pairs = length + 1 - lag
    d = np.arange(-(pairs - 1), pairs)
    cov = 0.5 * (G(d + lag) + G(d - lag) - 2 * G(d))
    return math.sqrt(2 * np.sum((pairs - np.abs(d)) * cov**2)) / pairs / G(lag)


sim_error = {}
for lag in (4, 20):
    e = estimates(edges, lag)
    sim_error[lag] = e.std(ddof=1) / G(lag)
    assert abs(sim_error[lag] / sampling_error(lag) - 1) < 0.15


def two_point_hurst(function):
    return 0.5 * math.log(function(8.0) / function(2.0)) / math.log(4.0)


r_five = brentq(lambda r: G(r) / power_law(r, sigma, xi, H) - 0.95, 0.01, 10)
knee = 2 * xi * (gamma(1 + H) / gamma(1 - H))**(1 / (2 * H))
assert abs(power_law(knee, sigma, xi, H) / G(50 * xi) - 1) < 1e-6
slope_rms = math.sqrt(quad(lambda k: k * k * P(k) * math.exp(-(k * blur)**2)
                           / math.pi, 0, 10 / blur, limit=300)[0])
assert abs(G_blurred(0.02) / (slope_rms * 0.02)**2 - 1) < 1e-3

print(f"sigma = {sigma} nm, 3 sigma = {3*sigma:.1f} nm, xi = {xi} nm, H = {H}")
print(f"edge length = {length} nm, pixel = {pixel} nm")
print(f"noise = {noise} nm, smoothing std b = {blur} nm")
print(f"P0 = {P0:.3f} nm^3")
print(f"tail constant A = {A:.5f} nm^{2-2*H:.1f}")
print(f"Gamma(1-H)/Gamma(1+H) = {gamma(1-H)/gamma(1+H):.4f}")
print(f"first-correction factor Gamma(1+H)/Gamma(2-H) = "
      f"{gamma(1+H)/gamma(2-H):.4f}")
print(f"plateau 2 sigma^2 = {2*sigma**2:.3f} nm^2")
print("r (nm) | G (nm^2) | power law (nm^2) | ratio | local exponent"
      " | simulated G +- standard error (nm^2)")
for lag in separations:
    pl = power_law(lag, sigma, xi, H)
    print(f"{lag:3d} | {G(lag):.4f} | {pl:.4f} | {G(lag)/pl:.4f} | "
          f"{local_exponent(lag, xi, H):.4f} | "
          f"{simulated[lag][0]:.4f} +- {simulated[lag][1]:.4f}")
print(f"number of simulated edges = {n_edges}")
print(f"rms height difference at 4 nm = {math.sqrt(G(4.0)):.3f} nm")
first = gamma(1 + H) / gamma(2 - H) * (4 / (2 * xi))**(2 - 2 * H)
print(f"first correction at 4 nm = {-100*first:.2f} percent")
print(f"power law within 5 percent only below r = {r_five:.3f} nm")
print(f"power law meets plateau at r = {knee:.2f} nm")
print(f"noise term 2 sigma_n^2 = {2*noise**2:.3f} nm^2")
print(f"noise term / G at 4 nm = {100*2*noise**2/G(4.0):.1f} percent")
print(f"smoothed G at 4 nm = {G_blurred(4.0):.4f} nm^2, change "
      f"{100*(G_blurred(4.0)/G(4.0)-1):.1f} percent")
print(f"rms slope of smoothed edge = {slope_rms:.4f} (nm/nm)")
print(f"smoothed-edge exponent, r = 0.02 to 0.04 nm = {blur_exponent:.4f}")
print("Hurst exponent from the two-point slope, 2 to 8 nm:")
print(f"  true edge = {two_point_hurst(G):.3f}")
print(f"  with smoothing = {two_point_hurst(G_blurred):.3f}")
print(f"  with noise = {two_point_hurst(lambda r: G(r)+2*noise**2):.3f}")
print(f"  with both = "
      f"{two_point_hurst(lambda r: G_blurred(r)+2*noise**2):.3f}")
for lag in (4, 20):
    print(f"one-edge sampling error of G at {lag} nm = "
          f"{100*sampling_error(lag):.2f} percent "
          f"(simulated {100*sim_error[lag]:.2f})")
print(f"other low-k spectrum: G / tail law at k0 r = 1e-4: {other_ratio:.5f}")
print(f"exponent of G for spectrum with H = 1.5: {smooth_exponent:.4f}")
print(f"largest relative error of closed form = {worst_full:.1e}")
print("all good")
```

It prints:

```
sigma = 1.2 nm, 3 sigma = 3.6 nm, xi = 20.0 nm, H = 0.6
edge length = 2000 nm, pixel = 1.0 nm
noise = 0.3 nm, smoothing std b = 1.0 nm
P0 = 65.221 nm^3
tail constant A = 0.08956 nm^0.8
Gamma(1-H)/Gamma(1+H) = 2.4825
first-correction factor Gamma(1+H)/Gamma(2-H) = 1.0070
plateau 2 sigma^2 = 2.880 nm^2
r (nm) | G (nm^2) | power law (nm^2) | ratio | local exponent | simulated G +- standard error (nm^2)
  1 | 0.0810 | 0.0855 | 0.9477 | 1.1563 | 0.0809 +- 0.0001
  2 | 0.1786 | 0.1964 | 0.9098 | 1.1226 | 0.1786 +- 0.0003
  4 | 0.3817 | 0.4511 | 0.8461 | 1.0620 | 0.3814 +- 0.0009
  8 | 0.7704 | 1.0364 | 0.7433 | 0.9541 | 0.7694 +- 0.0024
 20 | 1.6558 | 3.1121 | 0.5321 | 0.6878 | 1.6581 +- 0.0080
 60 | 2.6994 | 11.6303 | 0.2321 | 0.1949 | 2.7328 +- 0.0195
number of simulated edges = 600
rms height difference at 4 nm = 0.618 nm
first correction at 4 nm = -15.96 percent
power law within 5 percent only below r = 0.945 nm
power law meets plateau at r = 18.75 nm
noise term 2 sigma_n^2 = 0.180 nm^2
noise term / G at 4 nm = 47.2 percent
smoothed G at 4 nm = 0.2845 nm^2, change -25.5 percent
rms slope of smoothed edge = 0.1651 (nm/nm)
smoothed-edge exponent, r = 0.02 to 0.04 nm = 1.9999
Hurst exponent from the two-point slope, 2 to 8 nm:
  true edge = 0.527
  with smoothing = 0.705
  with noise = 0.351
  with both = 0.407
one-edge sampling error of G at 4 nm = 5.57 percent (simulated 5.70)
one-edge sampling error of G at 20 nm = 11.49 percent (simulated 11.80)
other low-k spectrum: G / tail law at k0 r = 1e-4: 0.99967
exponent of G for spectrum with H = 1.5: 1.9990
largest relative error of closed form = 4.7e-12
all good
```
